# Why Xenon 5p Photoionization Branching Ratios Depart from Two

**Question.** The 5p3/2 subshell of xenon holds four electrons and the 5p1/2 subshell holds two. Why is the ratio of their photoionization cross sections at one photon energy not simply 2, and how much of the departure comes from the different photoelectron energies rather than from the tighter p1/2 orbital?

**Answer.**

## Mechanism

Counting electrons gives 2 if every electron absorbs equally well. Spin-orbit coupling spoils this in three places. It binds p1/2 more strongly, so the same photon leaves its electron with less kinetic energy. It makes the p1/2 orbital more compact. It also acts on the outgoing d waves, which the two subshells reach in different mixtures. The third effect is needed alongside the two named in the question.

All three can be traced to one term. Hartree atomic units are used, and $E$ excludes the rest energy. In a central potential $V(r)$, the large and small radial components $P$ and $Q$ obey

$$P'=-\frac{\kappa}{r}P+MQ,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P,\qquad M=2c+\frac{E-V}{c}.$$

Here $\kappa=1$ for p1/2 and $\kappa=-2$ for p3/2. The first equation gives $Q=(P'+\kappa P/r)/M$. Inserting this in the second and multiplying by $M$, the terms $\kappa P'/r$ cancel, leaving

$$P''-\frac{\kappa(\kappa+1)}{r^2}P-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)+\frac{M(E-V)}{c}P=0.$$

The centrifugal term is $2/r^2$ for both p levels. They differ through $-M'\kappa P/(Mr)$. Since $M'=-V'/c$ and $M\simeq2c$, this is $+\kappa V'P/(2c^2r)$ to leading order. Comparison with $P''+2(E-V_{\rm eff})P=0$ shows that it adds $-\kappa V'/(4c^2r)$ to the effective potential. Therefore

$$V_{\rm eff}^{1/2}-V_{\rm eff}^{3/2}\simeq-\frac{3V'}{4c^2r}<0 ,$$

because $V'>0$ for an attractive atomic potential. The p1/2 electron feels extra attraction, strongest near the nucleus. Its larger ionization energy and its contraction share this origin, but they enter the cross section differently. The d3/2 and d5/2 waves, with $\kappa=2$ and $-3$, are separated by the same term.

## From absorption to a ratio

The model is a free, unpolarized atom with frozen orbitals. Its potential contains a uniformly charged nucleus, the Hartree repulsion and Slater exchange $-\frac32(3\rho/\pi)^{1/3}$, where $\rho$ is the electron density. Outside 1 bohr, wherever this sum is weaker than $-1/r$, it is replaced by $-1/r$, the attraction an outgoing electron feels from the ion. Bound and continuum electrons use the same potential, and minus the eigenvalue serves as the ionization energy $I_j$.

For a field $\mathcal E\cos\omega t$ along $z$, the absorbing part of the perturbation has amplitude $\mathcal Ez/2$. With final states normalized per unit energy, the golden rule gives the rate $2\pi|\mathcal Ez_{fi}/2|^2=\pi\mathcal E^2|z_{fi}|^2/2$. The energy flux is $c\mathcal E^2/(8\pi)$, so the photon flux is $c\mathcal E^2/(8\pi\omega)$. Dividing rate by photon flux gives $4\pi^2\alpha\omega|z_{fi}|^2$, with $\alpha=1/c$. In an unpolarized atom the three directions contribute equally, which supplies a factor $1/3$ when all components of $\mathbf r$ are summed:

$$\sigma_j(\omega)=(2j+1)\frac{4\pi^2\alpha\omega}{3}S_j(\omega-I_j),\qquad S_j=\sum_f A_{jf}D_f^2,$$

$$D_f=\int_0^\infty r\,(P_fP_i+Q_fQ_i)\,dr .$$

One angular weight $A_{jf}$ serves both components. The small-component spinor is, up to a phase, $\boldsymbol\sigma\cdot\hat{\mathbf r}$ times the large one; this factor commutes with $\hat{\mathbf r}$ and squares to one.

The weights follow from counting. The squared components of $\hat{\mathbf r}$ sum to one, so the weights from each p state sum to one. A p state reaches the s state with weight $1/3$, the angular average of one squared component of $\hat{\mathbf r}$. This leaves $2/3$ for d states. Spin is untouched by the dipole operator, so these totals hold for both p levels.

From p1/2, a dipole cannot reach d5/2, and the whole $2/3$ goes to d3/2. For p3/2, count backwards. Three orbital p states times $2/3$ give a total p–d strength of 2. Shared by five orbital d states, this is $2/5$ per state, whatever the spin coupling. The four d3/2 states thus carry $8/5$. The two p1/2 states account for $2\times2/3=4/3$, leaving $4/15$ for the four p3/2 states, or $1/15$ each. The d5/2 weight is $2/3-1/15=3/5$. Hence

$$S_{3/2}=\tfrac13D_s^2+\tfrac1{15}D_{d3/2}^2+\tfrac35D_{d5/2}^2,\qquad S_{1/2}=\tfrac13D_s^2+\tfrac23D_{d3/2}^2 .$$

At common photon energy the factor $\omega$ cancels:

$$R=\frac{\sigma_{3/2}}{\sigma_{1/2}}=2\,\frac{S_{3/2}(\varepsilon_3)}{S_{1/2}(\varepsilon_1)},\qquad \varepsilon_3=\omega-I_{3/2},\quad \varepsilon_1=\omega-I_{1/2}.$$

## Separating the causes

Let $S_{ab}$ have the angular weights of p3/2 if $a=3$ and p1/2 if $a=1$, and likewise the radial orbital selected by $b$. The physical strengths are $S_{33}$ and $S_{11}$; $S_{31}$ is a hybrid that changes the orbital alone. Inserting two intermediate strengths gives

$$\frac R2=KBF,\qquad K=\frac{S_{33}(\varepsilon_3)}{S_{33}(\varepsilon_1)},\quad B=\frac{S_{33}(\varepsilon_1)}{S_{31}(\varepsilon_1)},\quad F=\frac{S_{31}(\varepsilon_1)}{S_{11}(\varepsilon_1)} .$$

**Kinetic energy.** $K$ changes nothing but the photoelectron energy. Write $\Delta=\varepsilon_3-\varepsilon_1=I_{1/2}-I_{3/2}$ and expand $\ln S_{33}$ about the midpoint $\bar\varepsilon$. Even terms cancel in the difference, so

$$\ln K=\Delta\left.\frac{d\ln S_{33}}{d\varepsilon}\right|_{\bar\varepsilon}+O(\Delta^3).$$

Where strength falls with energy, the faster p3/2 electron is at a disadvantage and $K<1$. A rising strength would reverse the sign. If $S_{33}\propto\varepsilon^{-p}$, then $\ln K\simeq-p\Delta/\bar\varepsilon$, which fades at high energy.

**Bound orbital.** $B$ compares the two orbitals with the same continuum waves and weights. It contains contraction and any other change of shape. To isolate contraction, shrink the p3/2 orbital uniformly:

$$P_\lambda(r)=\lambda^{-1/2}P_{3/2}(r/\lambda),$$

and similarly for $Q$. Substituting $r=\lambda s$ shows that the norm is unchanged and the mean radius is multiplied by $\lambda$. Choosing $\lambda=\langle r\rangle_{1/2}/\langle r\rangle_{3/2}$ matches the mean radius of p1/2.

Contraction can either raise or lower absorption because the d amplitude changes sign. A potential-free wave shows the direction. If its radial form is $N_kf(kr)$, where $k$ is the wave number, the same substitution gives, for the large component,

$$D_\lambda(k)=\lambda^{3/2}N_k\int_0^\infty sP_{3/2}(s)f(\lambda ks)\,ds .$$

A zero at $k_0$ moves to $k_0/\lambda$, and its nonrelativistic energy moves from $\varepsilon_0$ to $\varepsilon_0/\lambda^2$. A smaller orbital needs a shorter wave to produce the same cancellation. The atomic potential alters the size of this shift, so xenon requires the full calculation.

Now suppose that near the zeros the amplitudes are $a(\varepsilon-\varepsilon_0)$ for p3/2 and $a(\varepsilon-\varepsilon_0-\delta)$ for p1/2, with $\delta>0$. Below $\varepsilon_0+\delta/2$, p3/2 is closer to its zero and has the smaller squared amplitude. Above that energy the order is reversed. This equal-slope estimate explains how one contraction can give $B<1$ and then $B>1$; the s wave keeps the summed strength from having to vanish with the d amplitudes.

**Outgoing d waves.** With the p1/2 orbital in every amplitude, subtracting the denominator of $F$ from its numerator gives a d3/2 coefficient $1/15-2/3=-3/5$. Therefore

$$F-1=\frac{\frac35\left(D_{d5/2}^2-D_{d3/2}^2\right)}{\frac13D_s^2+\frac23D_{d3/2}^2}.$$

$F$ is above one when the d5/2 amplitude is larger in magnitude, and below one when d3/2 is larger.

The product is an identity, but its factors depend on the order of replacement. Changing the energy first with the p1/2 strength would give $K'=S_{11}(\varepsilon_3)/S_{11}(\varepsilon_1)$. The difference between $K$ and $K'$ measures part of this ambiguity.

## Numbers for xenon

The model gives $I_{3/2}=0.4026$ and $I_{1/2}=0.4545$ hartree, so $\Delta=0.0519$ hartree (1.41 eV). The mean radii are 2.252 and 2.134 bohr, hence $\lambda=2.134/2.252\simeq0.95$: p1/2 is about 5% smaller.

At $\omega=1$ hartree, the kinetic energies are $\varepsilon_3=0.597$ and $\varepsilon_1=0.546$ hartree. The cross sections are 0.1271 and 0.0932 bohr², so $R=0.1271/0.0932\simeq1.36$. The factors reproduce it:

$$R=2\times0.777\times0.825\times1.063\simeq1.36 .$$

Logarithms make the contributions additive: $\ln K=-0.252$, $\ln B=-0.192$ and $\ln F=+0.061$. In this potential the energy offset is the largest contribution here, in every order of replacement, but the orbital change is comparable, and the d-wave difference partly opposes both. The ranking of the first two depends on the model: with the exchange term multiplied by $2/3$ (the Kohn–Sham value), $K=0.81$ and $B=0.76$ at this photon energy, and the orbital change is the larger.

The balance changes with photon energy:

| $\omega$ (hartree) | $K$ | $B$ | $F$ | $R$ |
|---:|---:|---:|---:|---:|
| 0.7 | 0.68 | 0.96 | 1.04 | 1.35 |
| 1.5 | 0.86 | 0.76 | 1.08 | 1.40 |
| 3.0 | 0.96 | 1.04 | 1.02 | 2.03 |
| 5.0 | 0.98 | 1.32 | 0.94 | 2.43 |
| 10.0 | 0.99 | 1.26 | 0.93 | 2.32 |

At 0.7 hartree the departure is mainly kinetic. Closer to threshold $B$ rises above one (1.04 at $\omega=0.6$, and 1.15 at $\omega=0.5$, where $K=0.66$ and $R=1.50$); the argument from the d zeros does not cover this low-energy change of sign. By 1.5 hartree the orbital factor is the largest in logarithmic size. At 3 hartree $R$ is close to 2 because the factors nearly cancel, so a ratio near 2 does not show that spin-orbit effects are absent. At 5 and 10 hartree the offset has nearly faded, while the orbital difference keeps $R$ above 2.

The zeros explain the turn in $B$. With the d5/2 wave, the p3/2 amplitude vanishes at 2.13 hartree kinetic energy and the p1/2 amplitude at 2.94 hartree. At the first energy this channel contributes nothing to the numerator of $B$ and pulls $B$ down; at the second it contributes nothing to the denominator and pulls $B$ up. The equal-slope estimate puts the change at $(2.13+2.94)/2\simeq2.54$ hartree. The computed $B$ is 0.79 at $\omega=2$, where $\varepsilon_1=1.55$ hartree, and 1.04 at $\omega=3$, where $\varepsilon_1=2.55$ hartree, so it crosses one between these energies. The estimate only locates where the two d5/2 terms are equal, and its assumption is rough: the slopes at the two zeros differ by a factor of about two, and the terms are equal at 2.51 hartree. $B$ also contains the s and d3/2 terms. At $\omega=2$ the s, d3/2 and d5/2 terms contribute $+0.03$, $-0.02$ and $-0.22$ to $B-1$, and at $\omega=5$ they contribute $+0.01$, $+0.03$ and $+0.27$. The d5/2 term drives the turn, and the positive s term moves the crossing $B=1$ down to $\varepsilon_1\simeq2.39$ hartree.

The sign of $F-1$ turns in the same region. With the p1/2 orbital, the d3/2 amplitude vanishes at 2.71 hartree, where $F>1$, and the d5/2 amplitude at 2.94 hartree, where $F<1$. By continuity, $F$ passes through one between them.

Uniform shrinking moves the p3/2 zero from 2.13 to 3.33 hartree. It has the right direction but overshoots the p1/2 value. The potential-free rule would give only $2.13/0.95^2\simeq2.4$ hartree, so the potential strongly enlarges the shift. The factor from shrinking alone is 0.88 at $\omega=1$, against $B=0.83$, and 1.52 at $\omega=5$, against $B=1.32$. Contraction therefore reproduces the change from $B<1$ to $B>1$, and at 5 hartree it overshoots, so the remaining change of shape matters there. These factors are only a guide. The shrunk orbital is not an eigenstate of the potential, so the two forms of the dipole integral given below no longer agree for it. The second form, with $Q$ scaled by a further $1/\lambda$ to stay consistent with $P$ and with $E_f-E_i=\omega$, gives 0.95, 0.81 and 1.51 at $\omega=0.7$, 1 and 5, against 0.995, 0.88 and 1.52 in the first. At 0.7 and 1 hartree the share of $B$ due to uniform contraction is therefore not fixed by this construction.

Nor does the density close to the nucleus settle the high-energy ratio. The probability near the nucleus is lower for p3/2 than for p1/2, by about 77% inside 0.01 bohr, 37% inside 0.03 bohr, 6% inside 0.1 bohr and 16% inside 0.2 bohr, yet $B$ exceeds one at 10 hartree. In this energy range the full overlap integral is needed.

The order of replacement affects all three factors. For the kinetic factor it matters most near threshold. At 0.7 hartree, $K=0.68$ but $K'=0.70$, a difference of about 3%. This is comparable with $B-1$, so the small orbital share there should not be read finely. At the computed photon energies from 1.5 hartree upward, $K$ and $K'$ differ by at most about 1% of $K$. This does not bound the ambiguity in $B$ and $F$. Near the d zeros their values also depend on the order, because the zeros of the two orbitals lie at different energies, so the split between them at 3 hartree should not be read finely either.

## What equal kinetic energy would show

The offset can be removed by using a different photon energy for each subshell, chosen to give the same kinetic energy $\varepsilon$. The factors $\omega$ then no longer cancel:

$$\frac{\sigma_{3/2}(\varepsilon+I_{3/2})}{\sigma_{1/2}(\varepsilon+I_{1/2})}=2\,\frac{\varepsilon+I_{3/2}}{\varepsilon+I_{1/2}}\,BF .$$

For $\varepsilon=0.546$ hartree the photon energies are 0.948 and 1.000 hartree. The ratio is $2\times0.948\times0.825\times1.063\simeq1.66$. It is nearer to 2 than 1.36 is, but matching the kinetic energies does not restore the statistical value at this energy.

## Checks and limits

If $c\to\infty$, the spin-orbit term vanishes as $1/c^2$, the radial functions and energies of each pair merge, and $K$, $B$ and $F$ all tend to one. Recalculating the atom with $c$ ten times larger tests this for their product: the largest $|R/2-1|$ over the photon energies falls to 0.004.

The dipole integrals can also be tested through a second form. Write the radial equations as

$$EP=VP+c\left(-Q'+\frac{\kappa Q}{r}\right),\qquad EQ=(V-2c^2)Q+c\left(P'+\frac{\kappa P}{r}\right).$$

Multiply the final-state equations by $P_i,Q_i$ and the initial-state equations by $P_f,Q_f$, then subtract. The common potential cancels:

$$(E_f-E_i)(P_fP_i+Q_fQ_i)=c\left[(P_fQ_i-Q_fP_i)'+\frac{\kappa_f-\kappa_i}{r}(Q_fP_i+P_fQ_i)\right].$$

Multiplying by $r$ and integrating by parts, with no boundary term because the bound orbital decays, gives

$$(E_f-E_i)D_f=c\int_0^\infty\left[Q_fP_i-P_fQ_i+(\kappa_f-\kappa_i)(Q_fP_i+P_fQ_i)\right]dr .$$

The two forms agree within $10^{-6}$ atomic units in $D_f$. This checks the shape of the waves within the model, not the model itself. Both forms are linear in the continuum wave, so it does not test the energy normalization. That is tested separately, against the closed hydrogen 1s cross section and against discrete states in a finite box.

The calculation omits orbital relaxation, coupling between ionization channels and autoionizing resonances. Near a d zero even a small omitted amplitude can be large relative to the d amplitude retained. Its effect on the ratios is not calculated here. The concern is concrete: the 4d thresholds of the model lie at 2.49 and 2.57 hartree, while the d5/2 zero of p3/2 and the d3/2 zero of p1/2 occur at photon energies of 2.54 and 3.16 hartree, so coupling to 4d ionization is left out where the d amplitudes are smallest. The model ionization energies, 10.95 and 12.37 eV, are more than 1 eV below the measured 12.13 and 13.44 eV. The results also depend on the exchange coefficient: multiplying it by $2/3$ moves the zeros of the two unscaled orbitals up by about 0.2 hartree and changes $R$ from 1.36 to 1.32 at $\omega=1$, from 2.03 to 1.93 at $\omega=3$ and from 2.43 to 2.35 at $\omega=5$. The numbers explain the independent-electron mechanism and are not predictions of measured ratios at each photon energy.

## Calculated quantities

```
speed of light: 137.0360 a.u.
nuclear charge: 54; mass number in radius law: 131
nuclear radius: 1.1517e-04 bohr
5p3/2 ionization energy: 0.40257 hartree
5p1/2 ionization energy: 0.45448 hartree
kinetic-energy offset: 0.05191 hartree
same offset: 1.413 eV
mean radius 5p3/2: 2.2521 bohr
mean radius 5p1/2: 2.1338 bohr
mean-radius ratio 1/2 to 3/2: 0.9475
probability inside 0.1 bohr, 5p3/2: 1.4763e-03
probability inside 0.1 bohr, 5p1/2: 1.5644e-03
inside probability ratio 3/2 to 1/2: 0.9436
angular weights to s1/2, d3/2, d5/2:
  from p3/2: 0.33333 0.06667 0.60000
  from p1/2: 0.33333 0.66667 0.00000
photon (hartree), sigma3/2, sigma1/2 (bohr^2), R:
    0.7    0.50343    0.37181   1.3540
    0.8    0.29727    0.21913   1.3566
    1.0    0.12711    0.09322   1.3636
    1.5    0.03077    0.02190   1.4048
    2.0    0.01298    0.00839   1.5468
    3.0    0.00569    0.00280   2.0328
    5.0    0.00315    0.00130   2.4334
   10.0    0.00158    0.00068   2.3193
photon (hartree), K, B, F, B from uniform shrinking, K other order:
    0.7  0.6816  0.9555  1.0395  0.9954  0.7008
    0.8  0.7185  0.8988  1.0503  0.9481  0.7348
    1.0  0.7772  0.8254  1.0628  0.8821  0.7881
    1.5  0.8597  0.7586  1.0771  0.8063  0.8600
    2.0  0.9073  0.7939  1.0736  0.8270  0.8988
    3.0  0.9576  1.0434  1.0172  1.1047  0.9484
    5.0  0.9794  1.3211  0.9404  1.5185  0.9788
   10.0  0.9891  1.2555  0.9338  1.5658  0.9898
first zero of d amplitude, kinetic energy (hartree):
  p3/2 orbital, d5/2 wave: 2.133
  p1/2 orbital, d5/2 wave: 2.942
  shrunk p3/2, d5/2 wave: 3.335
  p1/2 orbital, d3/2 wave: 2.706
hydrogen check, largest relative error: 2.3e-04
length-velocity, largest difference: 8.8e-07 a.u.
box check, error relative to largest strength: 7.2e-05
slope rule, largest error in ln K: 1.0e-04
10 times larger c, largest |R/2-1|: 3.8e-03
```
